# Van der Waals Adhesion of Half-Spaces and Semilocal Correlation

## Problem

A lead film faces an InSb crystal across a vacuum gap. Treat both as half-spaces with flat parallel faces a distance $d$ apart and atomic number densities $n_1$ and $n_2$. Each atom of one body attracts each atom of the other with the pair energy

$$v(r)=-\frac{C_6}{r^6},\qquad C_6>0 .$$

Assume that pair energies add, that the attraction is instantaneous, and that atoms may be smeared into a continuum. Energies are measured from infinite separation.

1. Find the interaction energy per area $E(d)$.
2. Real crystals consist of atomic planes with spacings $s_1$ and $s_2$. Find the leading correction to $E(d)$ at large $d$.
3. A semilocal correlation functional has the form $E_c[n]=\int f(n,|\nabla n|)\,d^3r$ with $f(0,0)=0$, where $n(\mathbf r)$ is the electron density. Show what interaction it gives between two frozen densities with disjoint supports.
4. Real densities have tails. Let both decay into the gap as $e^{-2\kappa z}$, with $z$ the distance from their own face. Find how the interaction falls with $d$ when $f=-c\,n^{4/3}$, the low-density form of local correlation.
5. Evaluate both interactions for Pb(001) facing InSb(001), and judge the pair result at contact.

## Hints

**Hint 1.** Add up one plane first, then a stack of planes, then the second body. For a plane, use the squared distance as the integration variable.

**Hint 2.** An atomic plane sits at the centre of the slab of continuum that it represents. The sum over planes is therefore a midpoint rule for the integral.

**Hint 3.** Ask what $n$ and $\nabla n$ are at a point that belongs to only one of the bodies.

**Hint 4.** Measure position from the point where the two tails are equal. All dependence on $d$ then moves into a prefactor.

## Solution

### 1. The pair sum

Take an atom at height $h$ above a plane with one atom per unit area. A ring of radius $\rho$ has area $2\pi\rho\,d\rho$ and lies at squared distance $q=\rho^2+h^2$. Since $dq=2\rho\,d\rho$,

$$\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+h^2)^3}=\pi\int_{h^2}^\infty\frac{dq}{q^3}=\frac{\pi}{2h^4}.$$

A half-space is a stack of planes, each with $n_2\,dh$ atoms per area. An atom at height $z$ above its face has the energy

$$-C_6n_2\int_z^\infty\frac{\pi}{2h^4}\,dh=-\frac{\pi C_6n_2}{6z^3}.$$

The other body has $n_1\,dz$ atoms per area between $z$ and $z+dz$, beginning at $z=d$. Each pair across the gap is counted once, so no factor of one half enters:

$$E(d)=-\frac{\pi C_6n_1n_2}{6}\int_d^\infty\frac{dz}{z^3}=-\frac{\pi C_6n_1n_2}{12\,d^2}.$$

With the Hamaker constant $H=\pi^2C_6n_1n_2$, this reads

$$E(d)=-\frac{H}{12\pi d^2}.$$

The adhesion energy per area, the work needed to separate the bodies from $d$ to infinity, is $-E(d)$. The integration over the plane turns $r^{-6}$ into $h^{-4}$, and the two integrations over depth and height then give $z^{-3}$ and $d^{-2}$. The divergence at $d\to0$ comes from letting a continuum of point atoms touch. It has no physical content.

### 2. Atomic planes

Place each face half a spacing outside its outermost plane. The outermost planes are then separated by $D=d+(s_1+s_2)/2$. Since the planes carry $n_1s_1$ and $n_2s_2$ atoms per area,

$$E_{\rm planes}=-\frac{\pi C_6}{2}\,n_1s_1n_2s_2\sum_{i,j=0}^\infty\frac{1}{(D+is_1+js_2)^4}.$$

The continuum replaces the sum, including its factor $s_1s_2$, by

$$F(d)=\int_0^\infty\!\!\int_0^\infty\frac{da\,db}{(d+a+b)^4}=\frac{1}{6d^2}.$$

For a smooth function $g$, expansion about the centre $x_i$ of a cell of width $s$ gives

$$\int_{\rm cell}g\,dx=s\,g(x_i)+\frac{s^3}{24}g''(x_i)+\dots$$

The linear term vanishes by symmetry. Summing over cells, and replacing the sum of $s\,g''$ by its integral at this order, gives

$$s\sum_i g(x_i)=\int g\,dx-\frac{s^2}{24}\int g''\,dx+\dots$$

In $F$, a derivative with respect to $a$ or $b$ equals a derivative with respect to $d$. The two directions together therefore change $F$ by $-(s_1^2+s_2^2)F''/24$. From $F=1/(6d^2)$ follows $F''=1/d^4=6F/d^2$, so that

$$\frac{E_{\rm planes}-E}{E}\simeq-\frac{s_1^2+s_2^2}{4d^2}.$$

When all planes of a body are equivalent, discrete planes attract slightly less than the continuum. The expansion needs $d$ to be large compared with both spacings. If the planes of body 2 alternate between two species with coefficients $C_6(1+\delta)$ (outermost plane) and $C_6(1-\delta)$, the alternating sum leaves about half the contribution of the first plane, $\delta\,(s_2/2)/(3d^3)$, to be compared with $F=1/(6d^2)$. This adds a relative term $+\delta\,s_2/d$, which is of first order in the spacing, leads at large $d$, and has a sign set by the termination.

### 3. Semilocal correlation without overlap

Let $n_A$ and $n_B$ be the two electron densities. If their supports are disjoint, then at a point inside the first support $n_B=0$ and $\nabla n_B=0$, so the integrand is $f(n_A,|\nabla n_A|)$. Inside the second support it is $f(n_B,|\nabla n_B|)$. Elsewhere it is $f(0,0)=0$. Hence

$$E_c[n_A+n_B]=E_c[n_A]+E_c[n_B],$$

and the interaction is zero at every separation that leaves the supports disjoint. The functional sees one point at a time. It has no term through which a fluctuation in one body could act on the other across empty space, which is the origin of the $r^{-6}$ attraction.

This result concerns correlation at frozen density. The total energy also contains electrostatic, kinetic and exchange parts, and the densities can relax.

### 4. Exponential tails

Put the faces at $z=0$ and $z=d$, and write the tails in the gap as

$$n_A=\bar n_A e^{-2\kappa z},\qquad n_B=\bar n_B e^{-2\kappa(d-z)}.$$

They are equal at

$$z_0=\frac d2+\frac{1}{4\kappa}\ln\frac{\bar n_A}{\bar n_B}.$$

Inserting $z_0$ into $n_A$ gives the common value

$$N=\bar n_Ae^{-\kappa d}\left(\frac{\bar n_A}{\bar n_B}\right)^{-1/2}=\sqrt{\bar n_A\bar n_B}\,e^{-\kappa d}.$$

With $u=2\kappa(z-z_0)$, the densities become $n_A=Ne^{-u}$ and $n_B=Ne^{u}$, and $dz=du/2\kappa$. For $f=-c\,n^{4/3}$ the interaction per area is

$$E_{\rm sl}=\int\left[f(n_A+n_B)-f(n_A)-f(n_B)\right]dz=-\frac{cN^{4/3}}{2\kappa}J,$$

$$J=\int_{-\infty}^{\infty}\left[(e^u+e^{-u})^{4/3}-e^{4u/3}-e^{-4u/3}\right]du .$$

At large positive $u$ the first two terms combine to $\tfrac43e^{-2u/3}$, and the third is smaller. The integral therefore converges, and by symmetry it does so at the other end too. Extending the limits beyond the gap is harmless when $\kappa d\gg1$. Numerical quadrature gives $J=2.65$. Thus

$$E_{\rm sl}\propto -e^{-4\kappa d/3}.$$

At high density, local correlation per electron varies as $\ln n$, so $f$ contains $n\ln n$. In the difference $f(n_A+n_B)-f(n_A)-f(n_B)$ the terms with $\ln N$ cancel:

$$(n_A+n_B)\ln N-n_A\ln N-n_B\ln N=0 .$$

What remains is proportional to $N$, and the decay is $e^{-\kappa d}$. For a functional that passes from one regime to the other, a rate between $\kappa$ and $4\kappa/3$ is to be expected. This is an interpolation argument, not a bound.

### 5. Pb(001) facing InSb(001)

The inputs are rough typical values: lattice constants 0.495 nm for Pb and 0.648 nm for InSb. There are four atoms in the cubic cell of Pb and eight in that of InSb, so

$$n_1=\frac{4}{(0.495\ \text{nm})^3}=33.0\ \text{nm}^{-3},\qquad n_2=\frac{8}{(0.648\ \text{nm})^3}=29.4\ \text{nm}^{-3}.$$

One round coefficient, $C_6=3.0\times10^{-4}$ eV nm⁶, stands for the average of Pb–In and Pb–Sb pairs. Then

$$H=\pi^2(3.0\times10^{-4})(32.98)(29.40)\ \text{eV}=2.87\ \text{eV}.$$

At $d=1.0$ nm,

$$E=-\frac{2.87\ \text{eV}}{12\pi(1.0\ \text{nm})^2}=-0.076\ \text{eV/nm}^2=-12\ \text{mJ/m}^2 .$$

For the semilocal side, give each atom four valence electrons and each body the frozen density $\bar n/(1+e^{2\kappa x})$, where $x$ is the distance outward from its face. Here $\bar n$ is $4n_1$ or $4n_2$. A common surface barrier $\Phi=4.5$ eV sets the tail through $\kappa=\sqrt{2m\Phi}/\hbar=10.9$ nm⁻¹, with $m$ the electron mass. The interaction $E_{\rm sl}$ was integrated on a grid along the surface normal for two published correlation functionals, the local PW92 and the gradient-corrected PBE. All energies below are in eV/nm².

| $d$ (nm) | pair sum | PW92 | PBE |
|---|---|---|---|
| 0.3 | −0.846 | −0.170 | −0.695 |
| 0.5 | −0.305 | −0.015 | −0.033 |
| 1.0 | −0.076 | −2.2×10⁻⁵ | −4.4×10⁻⁶ |

At 1.0 nm the pair energy is about 3500 times the PW92 interaction. This factor depends strongly on the rough surface barrier: it is about 1500 for 4.0 eV and 7700 for 5.0 eV. Between 1.0 and 1.2 nm the PW92 value decays at the rate $1.26\kappa$, within the expected range. PBE decays faster, at $1.63\kappa$, although at 0.3 nm it gives the stronger attraction of the two. The range estimated in part 4 was argued for functionals of the density alone and does not cover PBE.

The first row carries a warning. Where densities overlap, semilocal correlation is not small, and adding the full pair sum to it would count part of the correlation twice. A pairwise correction to a semilocal calculation therefore has to be damped at short range.

**Atomic planes.** The spacings are $s_1=0.2475$ nm and $s_2=0.1620$ nm. At $d=1.0$ nm the formula of part 2 gives

$$-\frac{0.2475^2+0.1620^2}{4}=-2.2\,\%,$$

while direct summation over planes gives $-2.1\,\%$. Both values use one $C_6$ for all planes. The (001) planes of InSb alternate between In and Sb, and for $\delta=+0.1$ or $-0.1$ the correction at 1.0 nm becomes $-0.6\,\%$ or $-3.6\,\%$; at 3 nm it is $+0.3\,\%$ or $-0.8\,\%$. Now bring the outermost planes to $D=0.30$ nm, a contact-like distance. The faces are then only $0.30-0.205=0.095$ nm apart, less than either spacing, and the expansion fails. The plane sum gives −3.4 eV/nm². The continuum formula gives −8.4 eV/nm² if $d$ is the face gap, and −0.85 eV/nm² if $D$ is inserted for $d$. A factor of ten thus hangs on the definition of the gap.

Even the smeared plane is coarse here. Explicit summation over the square net of a Pb plane, for one atom 0.30 nm above it, gives 1.23 times the smeared value above a Pb atom and 0.84 times above a hollow.

**The real contact.** The inputs lie in the range of real Pb and InSb, but a joined interface is bonded. Bonding, Pauli repulsion, charge transfer and relaxation are all absent from the pair sum, so none of the contact values predicts a work of adhesion. The inverse-square law is suited to a clean, flat, unbonded gap near 1 nm. There, with $d$ measured between the faces as defined in part 2, the assumption that fails most among those sized here is additivity. The first variation shows that screening weakens the attraction by about 40 %. The definition of the gap still matters at this distance: if 1.0 nm separates the outermost planes instead, the plane sum is about 1.5 times the continuum value at $d=1.0$ nm. The nonlocal response of the metal surface adds an uncertainty of order 10 % at this distance, as noted in the first variation. Roughness, oxide layers and free carriers in InSb have not been sized.

## Variation 1: bodies that screen

**Question.** How does $H$ change when the atoms of each body polarize one another?

**Solution.** Lifshitz theory without retardation keeps $E=-H/(12\pi d^2)$, but replaces the pair value of $H$ by

$$H_{\rm L}=\frac{3}{4\pi}\int_0^\infty d\xi\sum_{k=1}^\infty\frac{(\Delta_1\Delta_2)^k}{k^3},\qquad \Delta_j=\frac{\varepsilon_j-1}{\varepsilon_j+1},$$

where $\varepsilon_j$ is the permittivity at imaginary frequency and $\xi$ is that frequency times $\hbar$. For dilute matter with polarizability volume $\alpha_j$, $\varepsilon_j\simeq1+4\pi n_j\alpha_j$ and $\Delta_j\simeq2\pi n_j\alpha_j$. Keeping $k=1$,

$$H_{\rm L}\simeq\frac{3}{4\pi}\,4\pi^2n_1n_2\int_0^\infty\alpha_1\alpha_2\,d\xi=\pi^2n_1n_2C_6,$$

because $C_6=(3/\pi)\int_0^\infty\alpha_1\alpha_2\,d\xi$. The pair sum is the dilute limit.

For the dense solids take

$$\varepsilon_1=1+\frac{W_1^2}{\xi^2},\qquad \varepsilon_2=1+\frac{15}{1+15\,\xi^2/W_2^2}.$$

The plasma energies $W_1=13.5$ eV and $W_2=12.7$ eV follow from the valence densities, and the static value $\varepsilon_2=16$ is a rough electronic permittivity for InSb. Numerical integration gives $H_{\rm L}=1.73$ eV.

To isolate screening, assign each atom the Clausius–Mossotti polarizability

$$\alpha_j=\frac{3}{4\pi n_j}\,\frac{\varepsilon_j-1}{\varepsilon_j+2}$$

of the same response. This yields $C_6=2.9\times10^{-4}$ eV nm⁶, close to the round input, and a pair-sum $H$ of 2.78 eV. The full response therefore gives $1.73/2.78=0.62$ of its own pair sum. Relative to the example's $H$ the factor is 0.60, and the energy at 1.0 nm becomes $0.60\times(-0.076)=-0.046$ eV/nm². The power of $d$ is unchanged as long as each body has a local permittivity that ends sharply at its face. At 1 nm this is a rough assumption for a metal. A hydrodynamic model of the Pb electrons with a hard wall lowers the attraction by about 10 % at 1 nm and 2 % at 5 nm, while an outward shift of the response plane by 0.05 nm would raise it by about 11 % at 1 nm. The value at 1.0 nm is therefore uncertain at the 10 % level.

At 300 K the integral over $\xi$ becomes a sum over multiples of $2\pi k_BT$. In this undamped model the resulting change of $H_{\rm L}$ is below $10^{-6}$ eV.

## Variation 2: retarded attraction

**Question.** At distances large compared with the wavelengths of the atomic transitions, the pair energy becomes $-B/r^7$. What replaces the inverse-square law, and where does the change begin?

**Solution.** The same three integrations apply. For the plane,

$$\pi\int_{h^2}^\infty q^{-7/2}\,dq=\frac{2\pi}{5h^5}.$$

Integration over depth gives $\pi/(10z^4)$, and the second body gives

$$E(d)=-\frac{\pi Bn_1n_2}{10}\int_d^\infty\frac{dz}{z^4}=-\frac{\pi Bn_1n_2}{30\,d^3}.$$

The crossover was located by evaluating the zero-temperature Lifshitz energy with both light polarizations and a finite speed of light, for the permittivities of Variation 1. Relative to the nonretarded energy $-H_{\rm L}/(12\pi d^2)$, the result is 0.98 at 1 nm, 0.76 at 10 nm and 0.24 at 100 nm. Between 5 and 10 µm the computed exponent is 3.00. That holds at zero temperature. At 300 K the static term of the frequency sum, which falls only as $d^{-2}$, dominates at these distances and restores an inverse-square law with a much smaller coefficient. For these two bodies the inverse-square law is thus good to about 2 % at 1 nm as far as retardation is concerned, but at 10 nm it overestimates the attraction by about 30 %.
